# Entangled photons from a J = 0–1–0 cascade and their CHSH value

## Question

An atom decays from a \(J=0\) level through a \(J=1\) level to another \(J=0\) level, emitting two photons. I place detectors on opposite sides, along \(+z\) and \(-z\), each behind a linear polarizer. I want the two-photon polarization state, the coincidence rate as a function of the polarizer angles, and the largest CHSH value.

I am stuck in two places. When I add the probabilities for the intermediate sublevels \(m\), the correlation between linear polarizers disappears. And with real lenses the photons are not exactly opposite. For a collection cone of half-angle \(\alpha\) the polarization vectors tilt by up to \(\alpha\), so I would expect a loss of order \(\alpha^2\). Is that right, and how large may the cone be before the CHSH violation is gone?

## Answer

The sublevels must be added as amplitudes, not as probabilities. The tilt does reduce the total coincidence rate per pair of ray directions at order \(\alpha^2\), but this reduction cancels in the normalized correlation. Both points follow from one scalar product.

### The amplitude and the state

Assume that both transitions are electric dipole, and that the three sublevels of the \(J=1\) level are degenerate and undisturbed between the two emissions. Emission of a photon with polarization \(\mathbf e\) has amplitude proportional to the matrix element of \(\mathbf e^*\cdot\mathbf d\). Nothing in the final state records \(m\), so

\[
\mathcal A=\sum_m\langle 0_f|\mathbf e_2^*\cdot\mathbf d|m\rangle\langle m|\mathbf e_1^*\cdot\mathbf d|0_i\rangle
=\sum_{ij}e_{2i}^*e_{1j}^*T_{ij},
\]
\[
T_{ij}=\sum_m\langle 0_f|d_i|m\rangle\langle m|d_j|0_i\rangle .
\]

The outer states have \(J=0\), and \(\sum_m|m\rangle\langle m|\) projects on a complete \(J=1\) level. All three are unchanged by rotations, so \(T_{ij}\) is too. A half turn about \(z\) reverses \(x\) and \(y\), which forces \(T_{xz}=T_{zx}=T_{yz}=T_{zy}=0\). A half turn about \(x\) removes \(T_{xy}\) and \(T_{yx}\). Quarter turns make the diagonal elements equal. Hence \(T_{ij}\propto\delta_{ij}\) and

\[
\mathcal A\propto \mathbf e_1^*\cdot\mathbf e_2^* .
\]

The time and frequency factors are common to all polarizations and drop out. A magnetic field that gave the sublevels different phases before the second decay would spoil the invariance of \(T_{ij}\), and with it this result.

For photons along \(\pm z\), use the same laboratory vectors \(x,y\) for both. The amplitudes for \(xx\) and \(yy\) are equal and those for \(xy\) and \(yx\) vanish:

\[
|\psi\rangle=\frac{|xx\rangle+|yy\rangle}{\sqrt2}.
\]

This does not factor into one state per photon. To see where your sum went wrong, use \(|\pm\rangle=(|x\rangle\pm i|y\rangle)/\sqrt2\), which carry \(J_z=\pm\hbar\). Multiplying out,

\[
|+-\rangle+|-+\rangle
=\tfrac12\big[2|xx\rangle+2|yy\rangle+(-i+i)|xy\rangle+(i-i)|yx\rangle\big],
\]

so \(|\psi\rangle=(|+-\rangle+|-+\rangle)/\sqrt2\). The total \(J_z\) is zero, as it must be. Photon 2 travels along \(-z\), so its helicity is opposite in sign to its \(J_z\), and the two photons have equal helicities. The two terms belong to \(m=\pm1\); the \(m=0\) dipole points along \(z\) and does not radiate along \(z\).

With \(m\) counted along \(z\), adding probabilities replaces \(|\psi\rangle\) by an equal mixture of \(|+-\rangle\) and \(|-+\rangle\). A linear polarizer passes either circular state with probability \(\tfrac12\), so every joint outcome then has probability \(\tfrac14\). That is the vanishing correlation you found. With \(m\) counted along \(x\), the same sum of probabilities would give full correlation for two polarizers along \(x\) and none for two at \(45^\circ\). A result that depends on the chosen axis cannot be right; the sum of amplitudes does not depend on it. The dependence on linear polarizer angles comes from the interference of the two terms.

### The coincidence law

Let the polarizers be set at \(a\) and \(b\), both measured from the common \(x\) axis, with \(|a\rangle=\cos a|x\rangle+\sin a|y\rangle\). Then

\[
\langle a,b|\psi\rangle=\frac{\cos a\cos b+\sin a\sin b}{\sqrt2}=\frac{\cos(a-b)}{\sqrt2},
\]
\[
P_{++}=\tfrac12\cos^2(a-b).
\]

This is a probability per collected pair, with ideal polarizers and detectors. The blocked polarization, outcome \(-\), is found by adding \(90^\circ\) to the angle. So \(P_{--}=P_{++}\) and \(P_{+-}=P_{-+}=\tfrac12\sin^2(a-b)\). Each photon alone passes with probability \(\tfrac12\) at any angle. The correlation is

\[
E(a,b)=P_{++}+P_{--}-P_{+-}-P_{-+}=\cos2(a-b).
\]

### The CHSH value

Define

\[
S=E(a,b)+E(a,b')+E(a',b)-E(a',b').
\]

If each photon carried predetermined local results \(X,X',Y,Y'=\pm1\), one pair would contribute \(X(Y+Y')+X'(Y-Y')\). One bracket is zero and the other is \(\pm2\), so the average obeys \(|S|\le2\).

For the quantum state, represent each setting by a unit vector at the doubled angle, \(\hat a=(\cos2a,\sin2a)\). Then \(E(a,b)=\hat a\cdot\hat b\), and

\[
S=\hat a\cdot(\hat b+\hat b')+\hat a'\cdot(\hat b-\hat b')
\le|\hat b+\hat b'|+|\hat b-\hat b'| .
\]

The angle between \(\hat b\) and \(\hat b'\) is \(2(b-b')\), so the right side is \(2|\cos(b-b')|+2|\sin(b-b')|\). Its maximum is \(2\sqrt2\), at \(b-b'=45^\circ\). Equality also requires \(\hat a\) along the sum and \(\hat a'\) along the difference. One such choice is

\[
a=0^\circ,\quad a'=45^\circ,\quad b=22.5^\circ,\quad b'=-22.5^\circ .
\]

Three correlations are then \(\cos45^\circ\) and the fourth is \(\cos135^\circ\), which enters with a minus sign. Thus \(S=4/\sqrt2=2\sqrt2\approx2.828\).

### What a polarizer selects behind a lens

Take a point source and two equal cones of half-angle \(\alpha\le90^\circ\). Each ideal, lossless lens turns every ray parallel to the axis by the smallest rotation, and the polarizer follows it. Write \(\mathbf k_1=\mathbf n_1\) and \(\mathbf k_2=-\mathbf n_2\), with both \(\mathbf n\) in the cone around \(+z\). The rotation that takes \(z\) to \(\mathbf n\) also takes \(-z\) to \(-\mathbf n\), so one formula serves both sides.

For a ray at polar angle \(\theta\) and azimuth \(\phi\), this rotation tilts the radial vector and leaves the azimuthal one alone. A polarizer along \(x\) therefore selects, at the atom, the vector \(\mathbf e=\cos\phi\,\hat\theta-\sin\phi\,\hat\phi\). With \(u=\cos\theta\), its components are

\[
e_x=u\cos^2\phi+\sin^2\phi,\qquad e_y=-(1-u)\sin\phi\cos\phi,
\]
\[
e_z=-\sin\theta\cos\phi .
\]

Average the products over azimuth, using \(\langle\cos^4\phi\rangle=\langle\sin^4\phi\rangle=\tfrac38\) and \(\langle\sin^2\phi\cos^2\phi\rangle=\tfrac18\):

\[
\langle e_x^2\rangle_\phi=\frac{3u^2+2u+3}{8},\quad
\langle e_y^2\rangle_\phi=\frac{(1-u)^2}{8},\quad
\langle e_z^2\rangle_\phi=\frac{1-u^2}{2}.
\]

The mixed products vanish: \(e_xe_y\) and \(e_ye_z\) are odd under \(\phi\to-\phi\), and \(e_xe_z\) is odd under \(\phi\to\pi-\phi\). Equal solid angles mean equal steps in \(u\), from \(q=\cos\alpha\) to 1. So \(\langle u\rangle=(1+q)/2\) and \(\langle u^2\rangle=(1+q+q^2)/3\), which gives

\[
A=\langle e_x^2\rangle=\frac{5+2q+q^2}{8},\qquad
B=\langle e_y^2\rangle=\frac{(1-q)^2}{24},
\]
\[
C=\langle e_z^2\rangle=\frac{(1-q)(2+q)}{6}.
\]

They add up to 1, as they should for a unit vector. For a polarizer at angle \(a\), the average of \(\mathbf e\mathbf e^T\) is the same matrix turned about \(z\):

\[
M_a=A\,\mathbf a\mathbf a^T+B\,\mathbf a_\perp\mathbf a_\perp^T+C\,\mathbf z\mathbf z^T .
\]

### The reduced correlation

Let each detector count all the light that passes its polarizer, whatever the ray direction. Different ray directions are then different final states, so their coincidence probabilities add. The directional dependence is already contained in \(|\mathbf e_1\cdot\mathbf e_2|^2\), so the two directions are averaged independently. With \(\Delta=a-b\),

\[
R(a,b)=\big\langle(\mathbf e_1\cdot\mathbf e_2)^2\big\rangle=\mathrm{Tr}(M_aM_b)
\]
\[
=(A^2+B^2)\cos^2\Delta+2AB\sin^2\Delta+C^2
\]
\[
=\tfrac12(A+B)^2+C^2+\tfrac12(A-B)^2\cos2\Delta .
\]

The last line uses \(\cos^2\Delta=(1+\cos2\Delta)/2\) and \(\sin^2\Delta=(1-\cos2\Delta)/2\). Turning one polarizer by \(90^\circ\) reverses the last term; turning both restores it. The signed sum of the four rates is \(2(A-B)^2\cos2\Delta\), and their plain sum is \(2(A+B)^2+4C^2\). Therefore

\[
E=V\cos2(a-b),\qquad V=\frac{(A-B)^2}{(A+B)^2+2C^2},
\]
\[
P_{++}=\tfrac14\big[1+V\cos2(a-b)\big].
\]

Every correlation is multiplied by the same \(V\), so the best linear settings do not change and

\[
S_{\max}=2\sqrt2\,V .
\]

For a small cone put \(\delta=1-q\). To second order,

\[
A-B=1-\frac\delta2+\frac{\delta^2}{12},\quad
A+B=1-\frac\delta2+\frac{\delta^2}{6},\quad
C=\frac\delta2-\frac{\delta^2}{6}.
\]

The numerator of \(V\) is \(1-\delta+\tfrac5{12}\delta^2\) and the denominator is \(1-\delta+\tfrac{13}{12}\delta^2\). The first-order terms are equal and cancel in the ratio. With \(\delta\approx\alpha^2/2\),

\[
V\approx1-\tfrac23\delta^2\approx1-\frac{\alpha^4}{6}\qquad(\alpha\text{ in radians}).
\]

Your \(\alpha^2\) is the \(\delta\) term. At that order the signed sum and the total fall by the same fraction, so the mean coincidence rate per pair of ray directions is reduced but the correlation is not. The total number of coincidences still grows with the cone, because more directions are collected.

### Where the remaining loss comes from

Consider one pair of rays, with the \(2\times2\) matrix \(Q_{ij}=\mathbf e(i,\mathbf n_1)\cdot\mathbf e(j,\mathbf n_2)\), where \(i,j\) are \(x\) or \(y\). A real \(2\times2\) matrix is a rotation by some angle \(\chi\), times \(r_1\), plus a reflection times \(r_2\). The amplitude for settings \(a,b\) is then

\[
r_1\cos(a-b-\chi)+r_2\cos(a+b-\beta),
\]

where \(\beta\) fixes the reflection axis. Turning both rays together about \(z\) by \(\omega\) changes \(\beta\) by \(2\omega\). Averaging the squared amplitude over \(\omega\) removes the cross term and the angular part of the reflection term. Mirror symmetry makes \(\pm\chi\) equally likely. What remains gives

\[
1-V=\frac{\langle r_2^2\rangle+\langle r_1^2(1-\cos2\chi)\rangle}{\langle r_1^2+r_2^2\rangle}.
\]

**Unequal weights.** Let \(\Theta\) be the angle between \(\mathbf n_1\) and \(\mathbf n_2\), that is, the departure from opposite emission. Polarizations normal to the plane of the two rays have scalar product 1; those in the plane have \(\cos\Theta\). So \(r_2=(1-\cos\Theta)/2\approx\Theta^2/4\). Describe the rays by small plane vectors \(\mathbf t_1,\mathbf t_2\), with \(\Theta\approx|\mathbf t_1-\mathbf t_2|\), \(\langle t^2\rangle=\alpha^2/2\) and \(\langle t^4\rangle=\alpha^4/3\). Since \(\langle(\mathbf t_1\cdot\mathbf t_2)^2\rangle=\tfrac12\langle t^2\rangle^2\),

\[
\langle\Theta^4\rangle=2\langle t^4\rangle+4\langle t^2\rangle^2=\tfrac53\alpha^4,
\qquad \langle r_2^2\rangle\approx\frac{5\alpha^4}{48}.
\]

**Frame twist.** The lenses also turn the two polarization frames relative to each other. To second order the selected vectors are

\[
\mathbf e(x)\approx(1-\tfrac12t_x^2,\,-\tfrac12t_xt_y,\,-t_x),
\]
\[
\mathbf e(y)\approx(-\tfrac12t_xt_y,\,1-\tfrac12t_y^2,\,-t_y).
\]

Hence \(\chi\approx(Q_{yx}-Q_{xy})/2=(t_{1y}t_{2x}-t_{1x}t_{2y})/2\), and \(\langle\chi^2\rangle=\tfrac14\cdot\tfrac12\langle t^2\rangle^2=\alpha^4/32\). The contribution is \(2\langle\chi^2\rangle=3\alpha^4/48\). The two parts add up to \(\alpha^4/6\), in agreement with the closed form.

### Numbers for a 30° cone

Take \(\alpha=30^\circ\) on both sides, so \(q=0.8660\). Then

\[
A=0.93526,\qquad B=0.00075,\qquad C=0.06400,
\]
\[
V=\frac{(0.93451)^2}{(0.93600)^2+2(0.06400)^2}=0.9876 .
\]

With the four settings above, the first three pass-pass fractions are \(\tfrac14(1+0.9876\times0.7071)=0.4246\), and the fourth is \(0.0754\). The CHSH value is

\[
S=2.8284\times0.9876=2.793 .
\]

A numerical maximization over all four angles, using a ray-by-ray sum over both cones, gives the same value. The loss \(1-V\) is 0.0124, and \(\alpha^4/6\) gives 0.0125. Unequal weights account for 0.0078 of it and the twist for 0.0046.

| \(\alpha\) | \(V\) | \(S\) |
|---|---|---|
| 10° | 0.9998 | 2.828 |
| 30° | 0.9876 | 2.793 |
| 60° | 0.8327 | 2.355 |
| 75° | 0.6749 | 1.909 |
| 90° | 0.5104 | 1.444 |

The value \(S=2\) requires \(V=1/\sqrt2\), which is reached at \(\alpha\approx72.1^\circ\). In the limit of full half-spaces, \(q=0\) gives \(A=\tfrac58\), \(B=\tfrac1{24}\), \(C=\tfrac13\) and \(V=\tfrac{49}{96}\): a correlation survives, but no CHSH violation with linear polarizers. These figures contain the geometry alone; imperfect polarizers, background counts and an extended source are left out.

### What a small cone costs

\(E\) was normalized to detected pairs. Using it in a Bell test assumes fair sampling: the detected pairs must represent all pairs. A small cone makes \(S\) large but leaves most partner photons undetected.

Summing \(|\mathbf e_1\cdot\mathbf e_2|^2\) over polarizations gives the directional law \(1+(\mathbf k_1\cdot\mathbf k_2)^2\), for unit vectors \(\mathbf k\). Its mean over the full sphere is \(\tfrac43\); its mean over the two cones is the plain sum of rates found above. A cone covers the fraction \(f=(1-q)/2\) of the sphere. Given one collected photon, its partner enters the opposite cone with probability

\[
\eta=f\,\frac{2(A+B)^2+4C^2}{4/3}=\tfrac34(1-q)\big[(A+B)^2+2C^2\big].
\]

At \(30^\circ\), \(f=0.067\) and \(\eta=0.089\). The partner prefers the opposite cone over an average direction, but it is still missed about nine times in ten.

To drop fair sampling, count a missed photon as "no pass". Local results \(x,x',y,y'\) equal to 0 or 1 obey the Clauser–Horne inequality

\[
xy+xy'+x'y-x'y'-x-y\le0 .
\]

For \(x=0\) the left side is \(-y\) or \(-y'\); for \(x=1\) it is \(y'-1\) or \(y-1\), for \(x'=0\) or \(1\) respectively. None is positive. Let the two photons differ in frequency, and let an ideal filter on each side admit only photon 1 at \(+z\) and only photon 2 at \(-z\). A single pass then has probability \(f/2\) per decay, and a joint pass \(f\eta(1+E)/4\). A violation therefore needs

\[
\frac{f\eta(2+S)}4-f>0\quad\Longrightarrow\quad \eta>\frac4{2+S}.
\]

Since \(S\le2\sqrt2\), the requirement is never below 0.828; for the \(30^\circ\) cone it is 0.835. But the directional law is unchanged when \(\mathbf k_2\) is reversed, so any half-space receives the partner with probability \(\tfrac12\). A cone with \(\alpha\le90^\circ\) lies inside a half-space, hence \(\eta\le\tfrac12\). With this collection geometry and linear polarizers, the inequality cannot be violated without fair sampling, even with perfect detectors. For the five cones of the table, \(\eta=0.011,\ 0.089,\ 0.268,\ 0.376\) and \(0.500\), all far below the requirement.

## Values computed for the example and the checks

```
IDEAL BACK-TO-BACK PAIR
amplitudes xx, xy, yx, yy: [ 0.707107 -0.       -0.        0.707107]
CHSH value S: 2.828427
local bound on |S|: 2
E at equal angles, incoherent m sum: 0.0000
EXAMPLE: both cones of half-angle 30 deg
a, a', b, b' (deg): [  0.   45.   22.5 -22.5]
q = cos(alpha): 0.866025
A: 0.935256
B: 0.000748
C: 0.063996
a,b: pass-pass fraction 0.424580, E 0.698320
a,b': pass-pass fraction 0.424580, E 0.698320
a',b: pass-pass fraction 0.424580, E 0.698320
a',b': pass-pass fraction 0.075420, E -0.698320
V from ray sums: 0.987573
V from closed form: 0.987573
S at these settings: 2.793279
S maximized numerically: 2.793279
loss 1-V: 0.012427
  part from unequal weights: 0.007793
  part from frame twist: 0.004634
alpha^4/6: 0.012527
cone fraction of full sphere: 0.066987
eta, partner in opposite cone: 0.088855
eta needed without fair sampling: 0.834502
SMALL CONE, alpha = 0.1 rad
(1-V)/alpha^4: 0.166698
  unequal weights: 0.104199
  frame twist: 0.062499
TABLE: alpha (deg), V, S, eta
 10  0.999845  2.827989  0.011224
 20  0.997526  2.821430  0.042676
 30  0.987573  2.793279  0.088855
 45  0.940002  2.658728  0.173120
 60  0.832725  2.355302  0.267578
 75  0.674865  1.908806  0.375508
 90  0.510417  1.443676  0.500000
critical half-angle for S = 2: 72.132 deg
eta needed for ideal S: 0.828427
```
